# Why submonolayer desorption can be zero order when islands are present

**Question.** Atoms that desorb independently from a surface leave at a rate proportional to their number. Yet a partial monolayer can lose atoms at a rate that hardly depends on how many remain. How can this happen while much of the surface is bare, and what must be true of the area from which the atoms leave?

**Answer.**

## The mechanism

Suppose that the adatoms attract one another and that the temperature is below the critical temperature of the layer. Over a range of coverage they then form dense two-dimensional islands surrounded by a dilute phase of mobile adatoms. Atoms detach from island edges at a certain rate per unit edge length, and dilute adatoms attach at a rate per unit length proportional to the dilute density. The two rates balance at one density. The edge length multiplies both and cancels, so a surface with many islands and one with few have the same dilute density, provided that the islands are large enough for edge curvature to be negligible.

Thermodynamics says the same. Two phases in balance have equal chemical potentials and equal spreading pressures. At a given temperature these are two equations for two unknowns, the dilute coverage $\theta_g$ and the island coverage $\theta_s$. The total coverage $\theta$, in atoms per site, then fixes the fraction $x$ of the area under islands:

$$
\theta=(1-x)\theta_g+x\theta_s
\quad\Rightarrow\quad
x=\frac{\theta-\theta_g}{\theta_s-\theta_g}.
$$

Desorption removes atoms from the dilute phase and the islands replace them. As long as replacement is much faster than desorption, $x$ falls while $\theta_g$ stays put.

This fixes the rate per unit of dilute area, which is not yet the total rate. If atoms leave from bare regions alone, the total carries a factor $1-x$, which grows as the islands shrink. Zero order needs a second condition: the area that feeds desorption must be nearly constant. Either the islands cover little of the surface, or their tops also act as dilute area.

## The rate at one site

Take a lattice of $S$ sites, each with $c$ neighbours. Each pair of neighbouring adatoms lowers the energy by $\varepsilon$. A lone adatom desorbs at rate $k_0$, and one with $m$ neighbours at

$$
k_m=k_0e^{-m\beta\varepsilon},\qquad \beta=1/kT .
$$

The departing atom must thus break all its bonds. By detailed balance, this corresponds to an arriving atom sticking to an empty site with a probability independent of the neighbours. For now, nothing sticks on top of an adatom.

Let $Z_N$ be the sum of $e^{\beta\varepsilon B}$ over all arrangements of $N$ adatoms, where $B$ is the number of neighbouring pairs. With fast exchange, each arrangement occurs with its equilibrium probability, and the mean desorption rate of the whole lattice is

$$
R_N=\frac{k_0}{Z_N}\sum_{\text{arrangements}}\;\sum_{\text{adatoms}}
e^{\beta\varepsilon B}e^{-m\beta\varepsilon}.
$$

Removing the chosen atom leaves $B-m$ pairs, so each term is the weight of an arrangement of $N-1$ atoms. Each such arrangement is reached once from each of its $S-N+1$ empty sites. Therefore

$$
R_N=k_0(S-N+1)\frac{Z_{N-1}}{Z_N}.
$$

The ratio $z=Z_{N-1}/Z_N$ is the activity: it equals $e^{\beta\mu}$, with $\mu$ the free energy of adding one atom, measured from a lone adatom on a given site. For a large lattice the rate per site is

$$
R=k_0z(1-\theta).
$$

The same cancellation holds site by site: the desorption rate at a site is $k_0z$ times the probability that the site is empty. This is true beside an island edge as well. Edge atoms desorb slowly because they are bound, but they are numerous, and the two effects compensate.

## The activity at coexistence

Exchange the roles of atoms and empty sites. An arrangement with $N$ atoms and $B$ pairs becomes one with $S-N$ atoms. Of the $cS/2$ neighbour bonds, those between two formerly empty sites now count, and their number is

$$
B'=\frac{cS}{2}-cN+B,
$$

because subtracting $c$ bonds per atom removes each atom–atom bond twice. At activity $z$ the weights are $e^{\beta\varepsilon B}z^N$ before and $e^{\beta\varepsilon B'}z^{S-N}$ after, with ratio

$$
\frac{e^{\beta\varepsilon B'}z^{S-N}}{e^{\beta\varepsilon B}z^N}
=\left(e^{c\beta\varepsilon/2}z\right)^{S-2N}.
$$

It equals one for every arrangement when

$$
z=z_0=e^{-c\varepsilon/2kT}.
$$

At this activity a dilute phase and its mirror image, a dense phase with $\theta_s=1-\theta_g$, have equal weight, so they are in balance if the two phases exist. Hence, throughout coexistence,

$$
R=k_0z_0(1-\theta).
$$

A small system with exactly counted arrangements tests this. On a periodic square-lattice strip of $7\times32$ sites with $\varepsilon/kT=3$, the activity, averaged over the filling of one row, departs from $z_0$ by at most a relative $2.4\times10^{-4}$ for coverages between 0.2 and 0.8. Without this average it ripples by up to 9 % as each row of seven sites fills, an effect of the narrow strip. On a triangular lattice with $\varepsilon/kT=1.7$ the largest departure is $4.5\times10^{-4}$. On the square lattice with $\varepsilon/kT=1$, above the critical temperature, the activity instead rises by about a factor 2 over this range (2.1 on this small closed strip, 2.18 on a large lattice). An exact plateau in the activity comes from coexistence; attraction alone only flattens the curve, weakly far above the critical temperature and strongly close to it.

If $k_0$ varies as $e^{-E_0/kT}$, the activation energy at fixed coverage is

$$
E=E_0+\frac{c\varepsilon}{2}.
$$

An atom at a kink of an island edge has $c/2$ neighbours, so $E$ is the energy to take an atom from a kink to the vapour. Desorption may proceed through lone adatoms, but their number carries the factor $z_0$ and with it the cost of detachment.

## What "constant dilute area" means

The apparent order is $p=d\ln R/d\ln\theta$ at fixed temperature. For $R=k_0z_0(1-\theta)$,

$$
p=\theta\,\frac{d\ln(1-\theta)}{d\theta}=-\frac{\theta}{1-\theta}.
$$

This is near zero at small coverage and clearly negative at larger coverage: the rate rises as material is lost, because bare area is uncovered. On the strip above, the order at coverage 0.388 is $-0.633$; the formula gives $-0.388/0.612=-0.634$.

Now let atoms also sit on top of islands. A second-layer atom is less strongly bound than a lone first-layer adatom by $\Delta$, so its statistical weight has a factor $e^{-\Delta/kT}$. Let $s$ be the sticking probability on an island top relative to that on a bare site. Detailed balance then sets its desorption rate to $k_0s\,e^{\Delta/kT}$. In the product of weight and rate, $\Delta$ cancels, and each covered site contributes $k_0z_0s$. To leading order in the sparse second layer,

$$
R=k_0z_0\left[(1-\theta)+s\theta\right]
=k_0z_0\left[1-(1-s)\theta\right],
$$

$$
p=-\frac{(1-s)\theta}{1-(1-s)\theta}.
$$

For $s=1$ the order is zero at every coverage in the coexistence range. The picture is that of a vapour in balance with both phases: it has one pressure, and if it sticks equally well everywhere, the balancing desorption flux is the same everywhere. For $s=0$ the zero-order law is an approximation for small coverage.

Removing the vapour does not alter this if atoms still pass freely between island tops and the first layer. Otherwise the tops are depleted and contribute less than $s$ suggests.

With $\dot\theta=-R$ and $b=1-s$, separation of variables gives the time to go from $\theta_1$ to $\theta_2$:

$$
t=\int_{\theta_2}^{\theta_1}\frac{d\theta}{k_0z_0(1-b\theta)}
=\frac{1}{b\,k_0z_0}\ln\frac{1-b\theta_2}{1-b\theta_1},
$$

which tends to $(\theta_1-\theta_2)/(k_0z_0)$ as $b\to0$.

## Where zero order ends

When edge curvature is negligible, the islands vanish as $\theta$ falls to $\theta_g$; curvature makes small islands vanish somewhat earlier. For the square lattice, the known exact solution of the equivalent Ising model gives

$$
\theta_g=\frac{1-M}{2},\qquad
M=\left[1-\sinh^{-4}\!\left(\frac{\varepsilon}{2kT}\right)\right]^{1/8}.
$$

I take this result over without deriving it. At $\varepsilon/kT=3$ it gives 0.00311, and a numerical calculation on a strip ten sites wide gives the same. The two phases merge when $M=0$, at $\sinh(\varepsilon/2kT_c)=1$.

Below $\theta_g$ the activity follows the coverage. A given adatom has, to leading order, $c\theta e^{\beta\varepsilon}$ neighbours, and a neighbour reduces its desorption rate by the fraction $1-e^{-\beta\varepsilon}$. Thus

$$
R\simeq k_0\theta\left[1-c\theta(e^{\beta\varepsilon}-1)\right],
\qquad
p\simeq1-c\theta(e^{\beta\varepsilon}-1).
$$

The order returns to one as the layer becomes very dilute.

## How fast exchange must be

Give each island of radius $r$ a circular cell of radius $L$, so that $x=r^2/L^2$. Let $u(\rho)$ be the dilute density divided by its equilibrium value, $D$ the diffusion coefficient and $k_d$ the mean desorption rate per dilute adatom. The dilute phase loses $k_0z_0(1-\theta_g)$ per site and holds $\theta_g$ atoms per site, so

$$
k_d=k_0z_0\frac{1-\theta_g}{\theta_g}.
$$

In the steady state, diffusion replaces what desorbs:

$$
\frac1\rho\frac{d}{d\rho}\left(\rho\frac{du}{d\rho}\right)=q^2u,
\qquad q^2=\frac{k_d}{D}.
$$

No net flux crosses the cell boundary, so $u'(L)=0$. At the island edge the supply is proportional to the shortfall: $u'(r)=-\kappa[1-u(r)]$, where $\kappa$ measures the ease of edge crossing.

For weak depletion write $u=1-w$. To first order, $(\rho w')'=-q^2\rho$, and integration inward from $L$ gives

$$
\rho w'=\frac{q^2}{2}(L^2-\rho^2).
$$

The edge condition becomes $w'(r)=\kappa w(r)$, so $w(r)=q^2(L^2-r^2)/(2r\kappa)$. A second integration gives

$$
w(\rho)=w(r)+q^2\left[\frac{L^2}{2}\ln\frac{\rho}{r}-\frac{\rho^2-r^2}{4}\right].
$$

Over the ring $r<\rho<L$, the area average of $\ln(\rho/r)$ is $-\ln x/[2(1-x)]-1/2$, and that of $\rho^2-r^2$ is $(L^2-r^2)/2$. The mean relative depletion is therefore

$$
\bar w=q^2L^2\left[\frac{-\ln x}{4(1-x)}-\frac{3-x}{8}\right]
+\frac{q^2(L^2-r^2)}{2r\kappa}.
$$

The first term is the cost of diffusion and the second that of crossing the edge. Rapid exchange means that both are small. Unless the islands cover only a very small part of the surface, a diffusion length $1/q$ of a few cell radii $L$ is enough to make the first small.

In the opposite limit, let edge crossing be the bottleneck. The density is then uniform, and supply equals loss:

$$
2\pi r\,\kappa D(1-u)=\pi(L^2-r^2)k_du .
$$

When $u\ll1$, the loss per unit cell area is proportional to $(1-x)u\simeq2\kappa\sqrt{x}/(q^2L)$. With a fixed number of islands and nearly all atoms in them, this is half order, since the rate follows the island perimeter. For $L=1$, $q=0.1$ and $\kappa=10^{-4}$ in common length units, the full solution gives an order in $x$ of 0.496 at $x=0.10$. Coexistence without rapid exchange is thus not enough for zero order.

## Small islands

A curved edge raises the activity. Let $\omega$ be the grand potential per site divided by $kT$, $a$ the site spacing and $\sigma$ the edge free energy per site length divided by $kT$. Enlarging an island by $dr$ converts $2\pi r\,dr/a^2$ sites and adds $2\pi\,dr/a$ edge sites. At equilibrium the total change is zero:

$$
(\omega_s-\omega_g)\frac{2\pi r}{a^2}+\frac{2\pi\sigma}{a}=0
\quad\Rightarrow\quad
\omega_g-\omega_s=\frac{\sigma a}{r}.
$$

Since $d\omega/d\ln z=-\theta$ and the two potentials are equal at $z_0$, the left side is $(\theta_s-\theta_g)\ln(z/z_0)$ to first order. Hence

$$
\ln\frac{z}{z_0}=\frac{\sigma a}{r(\theta_s-\theta_g)} .
$$

For a straight edge along a square-lattice axis, the known exact result is $\sigma=\varepsilon/2kT+\ln\tanh(\varepsilon/4kT)$. At $\varepsilon/kT=3$ it gives 1.046, while an estimate from strips 8 and 10 sites wide gives 1.056. The example below has $\varepsilon/kT=2.443$, where the formula gives $\sigma=0.614$; I use that value there for all edge directions.

## A metal layer at 950 K

Take a square lattice with $a=0.3$ nm, $E_0=2.6$ eV, $\varepsilon=0.2$ eV and an attempt rate of $10^{13}$ s$^{-1}$. At 950 K, $kT=0.08186$ eV and $\varepsilon/kT=2.443$. The model's critical temperature is 1317 K, so islands can exist. Then

$$
k_0=10^{13}e^{-2.6/0.08186}=0.161\ \text{s}^{-1},\qquad
z_0=e^{-2(2.443)}=0.00755,
$$

$$
k_0z_0=1.22\times10^{-3}\ \text{monolayer/s}.
$$

The dilute coverage is $\theta_g=0.0118$. Let $\theta$ fall from 0.20 to 0.05, which stays within coexistence. For $s=0$ the rate rises from $9.73\times10^{-4}$ to $1.155\times10^{-3}$ monolayer/s, a factor $0.95/0.80=1.19$, whereas a first-order rate would fall by a factor 4. The order changes from $-0.25$ to $-0.05$. The times are

$$
t_{s=0}=\frac{\ln(0.95/0.80)}{1.216\times10^{-3}\ \text{s}^{-1}}=141\ \text{s},
\qquad
t_{s=1}=\frac{0.15}{1.216\times10^{-3}\ \text{s}^{-1}}=123\ \text{s}.
$$

Far below $\theta_g$, at coverage 0.00078, the computed order is 0.968. The dilute formula gives $1-4(0.00078)(e^{2.443}-1)=0.967$.

Exchange is rapid here by a wide margin. With a hop barrier of 0.5 eV and the same attempt rate in each direction, $D=a^2\times10^{13}\,\text{s}^{-1}\,e^{-0.5/0.08186}=2.0\times10^9$ nm²/s. With $k_d=0.102$ s$^{-1}$, and with every dilute adatom taken to move like a lone one, the diffusion length is 140 µm. If adatoms in pairs and clusters must break their bonds to hop, it is shorter by about a fifth. For $L=100$ nm and an extra edge barrier of 0.2 eV, taken as $\kappa=e^{-0.2/0.08186}/a$, the depletion is below $10^{-6}$ at the two end coverages. On a surface without steps that hinder diffusion, the cell radius at coverage 0.05 would have to reach some tens of micrometres for 10 % depletion.

Other corrections are larger, though still small. If the number of islands is held fixed at $L=100$ nm, the island radius falls from 43.9 to 19.8 nm, and curvature raises the activity by 0.43 % and 0.96 % respectively; the rates above omit this. Such an array would not last on an ideal surface. By the curvature law, larger islands grow at the expense of smaller ones, here on a time scale of order $r^3/(Dz_0\sigma a)\approx0.03$ s, far shorter than the run. Unless steps or defects pin the islands, $L$ grows towards a micrometre; the curvature and edge corrections then shrink, and at $L=1$ µm the depletion is still below $10^{-4}$. For $L=100$ nm and $s=0$, bare sites bordering an island supply roughly 0.3 % and 0.1 % of the desorption, and vacancies inside the islands a further 0.3 % and 0.05 %, so nearly all of it comes from the open dilute area. On island tops, with $\Delta=0.4$ eV, the same hop barrier and $s=1$, the diffusion length $\sqrt{D/k}$ before desorption is about 9.7 µm. An atom can therefore reach an edge easily; for islands of this size, an extra descent barrier of about 1 eV would be needed to deplete the tops by 10 %. The second-layer coverage is $5.7\times10^{-5}$, which justifies calling it sparse.

## Beside the real case

These round parameters were chosen with silver on tungsten (110) in mind, but they are not fitted to it. The zero-order energy, $2.6+2(0.2)=3.0$ eV, is close to the cohesive energy of silver, roughly 3 eV per atom. For $s=1$ the flux is $1.35\times10^{12}$ atoms/(cm² s). With unit sticking and the mass of silver, $P=J\sqrt{2\pi m kT}$ gives an equivalent vapour pressure of $1.2\times10^{-8}$ Torr; the silver pressure returning to the surface must be well below this for the model to apply. The tabulated vapour pressure of bulk silver at 950 K is near $10^{-6}$ Torr, some tens of times higher, so a similar energy does not give a similar rate. The attempt rate of $10^{13}$ s$^{-1}$ is a round value; unit sticking on localized sites typically implies one of order $10^{14}$ s$^{-1}$, and the rate scales in proportion to it.

The real surface is not a square lattice, and its interactions need not be limited to neighbouring pairs. Without atom–vacancy symmetry the formula for $z_0$ fails, but two coexisting phases still fix an activity that depends on temperature alone. The number can move a great deal: an error of 0.1 eV in the kink energy changes the rate by a factor $e^{0.1/0.08186}=3.4$. The barriers and the critical temperature are model values too, and if the real critical temperature lay below 950 K, there would be no coexistence at this temperature and no exact plateau in the activity. Slightly above the critical temperature, however, the activity can still be nearly flat over a wide range of coverage. For $s=0$ the rate could still vary little over a limited range of coverage, because the activity rises with coverage while the bare area shrinks. A nearly constant rate is therefore not by itself proof of islands. Substrate steps that each hold one row of atoms, 100 nm apart, would retain a coverage of 0.003 outside the islands.

Temperature control matters more than most of these corrections. From $d\ln R/dT=E/kT^2$, a drift of 1 K changes the rate by $3.0/(0.08186\times950)=3.9\,\%$. Over the run considered, a steady drift of 5 K would alter the rate by about as much as the uncovering of bare area does for $s=0$, and could hide it or imitate it. The numerical output lists the values used here.

## Numbers as computed

```
Strip, eps/kT=3: max |z/z0-1| = 2.4e-04
Triangular strip, eps/kT=1.7: max |z/z0-1| = 4.5e-04
Supercritical strip, eps/kT=1: z(0.8)/z(0.2) = 2.09
Strip: activation energy above E0 = 2.0000 eps
Strip: order at coverage 0.388 = -0.633
Strip: time, sum/formula = 0.9972
Dilute coverage, eps/kT=3: numeric 0.00311, formula 0.00311
Edge tension/kT, eps/kT=3: numeric 1.0564, formula 1.0461 per site
Slow attachment: order at island fraction 0.10 = 0.496
Temperature = 950 K; kT = 0.08186 eV
Lone-adatom desorption energy = 2.6 eV
Pair attraction = 0.2 eV; eps/kT = 2.4431
Attempt rate = 1e+13 1/s; site spacing = 0.3 nm
Hop barrier = 0.5 eV; extra edge barrier = 0.2 eV
Second-layer energy offset = 0.4 eV
Cell radius = 100 nm; terrace width = 100 nm
Critical temperature = 1317 K
Lone-adatom desorption rate k0 = 0.1610 1/s
Coexistence activity z0 = 0.00755
Dilute-phase coverage = 0.01179
Mean desorption rate per dilute adatom = 0.1019 1/s
Zero-order energy = 3.0 eV
Rate scale k0*z0 = 1.216e-03 monolayer/s
Flux at s=1 = 1.351e+12 atoms/(cm2 s)
Equivalent silver vapour pressure = 1.23e-08 Torr
Coverage 0.20: island area fraction = 0.1928
Coverage 0.20: island radius = 43.9 nm
Coverage 0.20: rate at s=0 = 9.727e-04 monolayer/s
Coverage 0.20: order at s=0 = -0.250
Coverage 0.20: dilute-density depletion = 9.7e-08
Coverage 0.20: curvature rise of activity = 0.43 %
Coverage 0.20: direct edge share at s=0 = 0.33 %
Coverage 0.05: island area fraction = 0.0391
Coverage 0.05: island radius = 19.8 nm
Coverage 0.05: rate at s=0 = 1.155e-03 monolayer/s
Coverage 0.05: order at s=0 = -0.053
Coverage 0.05: dilute-density depletion = 2.8e-07
Coverage 0.05: curvature rise of activity = 0.96 %
Coverage 0.05: direct edge share at s=0 = 0.12 %
Time from 0.20 to 0.05, s=0: 141.3 s
Time from 0.20 to 0.05, s=1: 123.4 s
One-phase order at coverage 0.00078 = 0.968
Diffusion coefficient = 2.00e+09 nm2/s
Diffusion length before desorption = 140.2 um
Diffusion time across cell = 5.0e-06 s
Cell radius for 10 % depletion at coverage 0.05 = 68.2 um
Island-top diffusion length = 9.69 um
Second-layer coverage on islands = 5.7e-05
Coverage held by one row per terrace step = 0.0030
Rate change for 1 K drift = 3.86 %
```
